# Remote charge disorder: logarithmic divergence and its removal by a metal gate, part 1

(Sections cited here and not found follow in the second part.)

## I. Without a gate

### A ring of distant charges

Point charges are scattered at random over a plane, with mean number \(n\) per unit area. An electron sits a short distance below that plane. Consider the charges in a ring whose inner radius \(R\) and outer radius \(2R\) are both much larger than the electron's distance from the plane.

In atomic units, one charge at lateral distance \(r\) changes the electron's energy by \(1/(\kappa r)\) in magnitude, where \(\kappa\) is the dielectric constant. A thin ring of width \(dr\) holds on average \(2\pi n r\,dr\) charges. If the charges are independent, their number has Poisson statistics, and its variance equals its mean. The thin ring therefore contributes to the energy variance

\[
2\pi n r\,dr\left(\frac{1}{\kappa r}\right)^2=\frac{2\pi n}{\kappa^2}\frac{dr}{r}.
\]

Different rings are independent, so their variances add. The ring from \(R\) to \(2R\) gives

\[
\frac{2\pi n}{\kappa^2}\int_R^{2R}\frac{dr}{r}=\frac{2\pi n}{\kappa^2}\ln 2 ,
\]

which does not depend on \(R\). The effect of each charge weakens with distance, but the number of charges grows just fast enough to compensate. Every doubling of the radius adds the same amount, and the sum has no limit.

Now put a grounded metal plane above the charges. Each charge acquires an image of opposite sign, and far away the pair acts through an energy proportional to \(1/r^3\). The ring then contributes an amount proportional to \(\int_R^{2R} r\,dr/r^6\), or \(1/R^4\). Successive doublings form a convergent series. The two theorems below make both statements precise at every distance.

### Assumptions and conventions

The algebra uses atomic units, in which \(\hbar=m_e=e=4\pi\varepsilon_0=1\). The assumptions of the first half are these.

1. The channel is the plane \(z=0\), and the charges lie in the plane \(z=d\), with \(d>0\). One dielectric constant \(\kappa\) fills all space.
2. The charges are placed independently and uniformly, with mean areal density \(n\). In any region of area \(S\) their number \(N\) has a Poisson distribution of mean \(nS\).
3. Charge \(j\) has the value \(Z_j=\pm1\). Either all signs are equal, or each sign is drawn independently of the positions and of the other signs.
4. No mobile charge responds. This is the meaning of "unscreened".

The electron has charge \(-1\), so its energy at the channel origin is

\[
V=-\sum_j Z_j\,u(r_j),\qquad u(r)=\frac{1}{\kappa\sqrt{r^2+d^2}} .
\]

The overall sign has no effect on the variance. For functions in the plane the Fourier convention is

\[
U(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}u(\mathbf r),\qquad
u(\mathbf r)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}U(\mathbf q).
\]

### Lemma 1: the energy of one charge at fixed wavevector

**Lemma 1.** For one charge,

\[
U(q)=\frac{2\pi}{\kappa q}e^{-qd}.
\]

**Proof.** The potential \(\varphi\) of a unit charge obeys \(-\kappa\nabla^2\varphi=4\pi\delta(\mathbf r)\delta(z-d)\). A Fourier transform in the plane replaces the lateral part of \(-\nabla^2\) by \(q^2\):

\[
-\frac{d^2\varphi_q}{dz^2}+q^2\varphi_q=\frac{4\pi}{\kappa}\delta(z-d).
\]

Away from \(z=d\) the solutions are \(e^{\pm qz}\). The potential must be continuous and must decay on both sides, so \(\varphi_q=B e^{-q|z-d|}\). Integrating the equation across \(z=d\) gives

\[
-\left[\varphi_q'(d^+)-\varphi_q'(d^-)\right]=-\left[-qB-qB\right]=2qB=\frac{4\pi}{\kappa}.
\]

Thus \(B=2\pi/(\kappa q)\), and setting \(z=0\) gives the result.

The inverse transform confirms the factor. With \(d^2q=q\,dq\,d\theta\), the \(q\) of the area element cancels the \(1/q\) of \(U\), and

\[
\int\frac{d^2q}{(2\pi)^2}e^{i\mathbf q\cdot\mathbf r}U(q)
=\frac{1}{2\pi\kappa}\int_0^{2\pi}d\theta\int_0^\infty dq\,e^{-q(d-ir\cos\theta)}
=\frac{1}{2\pi\kappa}\int_0^{2\pi}\frac{d\theta}{d-ir\cos\theta}.
\]

Multiplying numerator and denominator by \(d+ir\cos\theta\) leaves an imaginary part that is odd under \(\theta\to\pi-\theta\) and integrates to zero. For the real part put \(t=\tan\theta\) on each of the two half circles, so that \(d\theta=dt/(1+t^2)\) and \(\cos^2\theta=1/(1+t^2)\):

\[
\int_0^{2\pi}\frac{d\,d\theta}{d^2+r^2\cos^2\theta}
=2d\int_{-\infty}^{\infty}\frac{dt}{d^2+r^2+d^2t^2}
=\frac{2\pi}{\sqrt{r^2+d^2}} .
\]

(The \(d\) before \(d\theta\) in the first numerator is the distance.) Division by \(2\pi\kappa\) gives \(u(r)\). \(\square\)

### Lemma 2: the variance of a sum over independent charges

**Lemma 2.** Let \(V=\sum_jZ_jf(\mathbf r_j)\), summed over the charges in a region of area \(S\). Then

\[
\operatorname{Var}V=n\int_S d^2r\,f(\mathbf r)^2 .
\]

If \(f\) is square-integrable over the whole plane, the fluctuation \(V-\langle V\rangle\) has a limit in mean square as the region grows, with variance

\[
\sigma^2=n\int d^2r\,f^2=n\int\frac{d^2q}{(2\pi)^2}|F(\mathbf q)|^2 ,
\]

where \(F\) is the transform of \(f\).

**Proof.** Write \(\lambda=nS\). For one charge, the mean of \(Zf\) is \(m_1=\langle Z\rangle S^{-1}\int_S f\,d^2r\). Its mean square is \(m_2=S^{-1}\int_S f^2\,d^2r\), because \(Z^2=1\). With \(N\) charges present, \(V^2\) contains \(N\) diagonal terms and \(N(N-1)\) products of different charges, so

\[
\langle V\rangle_N=Nm_1,\qquad \langle V^2\rangle_N=Nm_2+N(N-1)m_1^2 .
\]

The Poisson distribution gives \(\langle N\rangle=\lambda\) and

\[
\langle N(N-1)\rangle=\sum_{N\ge2}\frac{e^{-\lambda}\lambda^N}{(N-2)!}=\lambda^2 .
\]

Hence \(\langle V\rangle=\lambda m_1\), \(\langle V^2\rangle=\lambda m_2+\lambda^2m_1^2\), and the variance is \(\lambda m_2=n\int_Sf^2d^2r\).

Enlarging the region adds charges that are independent of those already counted. The added fluctuation has variance \(n\int f^2\) over the added area. This tends to zero if \(f\) is square-integrable, which establishes the limit. The last equality is Parseval's theorem in the stated convention. \(\square\)

Random signs change the mean but not the variance. Overall neutrality on average does not, therefore, remove the effect.

### Theorem 1: the divergence

**Theorem 1.** Under assumptions 1 to 4, let all components of \(V\) with \(q<q_{\min}\) be removed. The variance is

\[
\sigma^2(q_{\min})=\frac{2\pi n}{\kappa^2}E_1(2q_{\min}d),\qquad
E_1(x)=\int_x^\infty\frac{e^{-t}}{t}dt ,
\]

and as \(q_{\min}\to0\),

\[
\sigma^2(q_{\min})=\frac{2\pi n}{\kappa^2}\left[\ln\frac{1}{2q_{\min}d}-\gamma+o(1)\right],
\]

where \(\gamma\) is Euler's constant. If instead the charges inside a disk of radius \(R\) are counted,

\[
\sigma^2(R)=\frac{\pi n}{\kappa^2}\ln\left(1+\frac{R^2}{d^2}\right).
\]

Neither expression has a finite limit when its cutoff is removed.

**Proof.** Use Lemmas 1 and 2, with \(d^2q=2\pi q\,dq\) after the angular integration:

\[
\sigma^2(q_{\min})=n\int_{q_{\min}}^\infty\frac{q\,dq}{2\pi}\,\frac{4\pi^2}{\kappa^2q^2}e^{-2qd}
=\frac{2\pi n}{\kappa^2}\int_{q_{\min}}^\infty\frac{dq}{q}e^{-2qd}.
\]

The squared Coulomb kernel supplies \(1/q^2\), and the area element cancels one of its two powers. The substitution \(t=2qd\) leaves \(dq/q=dt/t\) and gives \(E_1(2q_{\min}d)\).

For the small-argument form, integrate by parts:

\[
E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-t}\ln t\,dt .
\]

As \(x\to0\), the difference between \(e^{-x}\ln x\) and \(\ln x\) vanishes. The remaining integral tends to \(\int_0^\infty e^{-t}\ln t\,dt=\Gamma'(1)=-\gamma\). Therefore \(E_1(x)=-\ln x-\gamma+o(1)\).

For the disk, Lemma 2 with \(s=r^2\) gives

\[
\sigma^2(R)=\frac{n}{\kappa^2}\int_0^R\frac{2\pi r\,dr}{r^2+d^2}
=\frac{\pi n}{\kappa^2}\int_0^{R^2}\frac{ds}{s+d^2}
=\frac{\pi n}{\kappa^2}\ln\frac{R^2+d^2}{d^2}.\qquad\square
\]

At wavelength \(\lambda=2\pi/q\) the factor \(e^{-2qd}\) is \(e^{-4\pi d/\lambda}\). It suppresses wavelengths shorter than about \(4\pi d\), but tends to one at long wavelength. Moving the charges farther away lowers the variance at a fixed cutoff and leaves the divergence in place.

The two cutoffs can be matched. For \(R\gg d\) the disk result is \((2\pi n/\kappa^2)\ln(R/d)\). Equating this to the wavevector result gives \(R/d=e^{-\gamma}/(2q_{\min}d)\), or

\[
q_{\min}=\frac{e^{-\gamma}}{2R}.
\]

A sharp disk and a sharp wavevector cutoff differ in detail, but they give the same coefficient of the logarithm.

### Remark 1: what remains finite

The divergence belongs to the energy at one point, measured against a fixed zero. The energy difference between two channel points a distance \(\rho\) apart is finite. Its kernel is \(U(q)(1-e^{i\mathbf q\cdot\boldsymbol\rho})\), up to a phase. Since \(|1-e^{i\mathbf q\cdot\boldsymbol\rho}|^2=2-2\cos(\mathbf q\cdot\boldsymbol\rho)\) has the angular average \(2-2J_0(q\rho)\),

\[
\sigma^2_{\rm diff}=\frac{4\pi n}{\kappa^2}I(2d),\qquad
I(a)=\int_0^\infty\frac{dq}{q}e^{-qa}\left[1-J_0(q\rho)\right].
\]

At small \(q\) the bracket is \(q^2\rho^2/4\) to leading order, so the integral converges. Differentiate with respect to \(a\) and use the inverse transform from Lemma 1, which states that \(\int_0^\infty e^{-qa}J_0(q\rho)dq=1/\sqrt{a^2+\rho^2}\):

\[
I'(a)=-\frac1a+\frac{1}{\sqrt{a^2+\rho^2}} .
\]

An antiderivative is \(\ln[(a+\sqrt{a^2+\rho^2})/a]\), and \(I(\infty)=0\) fixes the constant as \(-\ln2\). Thus

\[
\sigma^2_{\rm diff}=\frac{4\pi n}{\kappa^2}\ln\left[\frac{1+\sqrt{1+\rho^2/(4d^2)}}{2}\right].
\]

This grows as \(\ln\rho\) for distant points. The long waves shift large areas together, and the shift becomes visible when areas far apart are compared.

A divergent variance also differs from a divergent momentum-relaxation rate. In the Born approximation for elastic scattering through an angle \(\theta\) on a circular energy contour of radius \(k\), the momentum transfer is \(q=2k\sin(\theta/2)\). The momentum-relaxation rate weights \(|U(q)|^2\) by \(1-\cos\theta=q^2/(2k^2)\). This factor cancels the \(1/q^2\) of the squared ungated kernel and leaves a finite angular integral. Without the weight, the total rate contains \(\int d\theta/\theta^2\) and diverges at small angles.

### Remark 2: the role of randomness

For correlated charges of one sign, let \(nS(q)\) be the spectrum of density fluctuations, with \(S=1\) for independent charges. The integrand of the variance is then multiplied by \(S(q)\). If \(S\) tends to a positive constant at \(q=0\), the logarithm survives with that factor. If \(S\) vanishes as a positive power of \(q\), the integral converges.

A simple example of the second kind has one charge in each cell of a square grid of side \(a=n^{-1/2}\), placed uniformly at random within its cell. Over a distant cell the energy is nearly linear in position, with gradient \(1/(\kappa r^2)\). A uniform coordinate in a cell has variance \(a^2/12\), so the cell contributes \(a^2/(12\kappa^2r^4)\). Cells beyond radius \(R\) give, to leading order,

\[
\int_R^\infty 2\pi nr\,dr\,\frac{a^2}{12\kappa^2r^4}
=\frac{\pi na^2}{12\kappa^2R^2}=\frac{\pi}{12\kappa^2R^2},
\]

because \(na^2=1\). The sum converges. For charges of one sign, the divergence thus requires number fluctuations that persist over large areas, in addition to the long range of the Coulomb energy.

## II. With a grounded gate

### Symbols and results carried over

Charges \(\pm1\) of mean areal density \(n\) lie independently in a plane at distance \(d\) from the channel, in a medium of dielectric constant \(\kappa\). The energy of one charge has magnitude \(u(r)\) and in-plane transform \(U(q)\). Without a gate, \(U(q)=(2\pi/\kappa q)e^{-qd}\). For independent charges the variance is \(\sigma^2=n\int d^2r\,u^2=n\int d^2q\,|U|^2/(2\pi)^2\), whatever their signs. Without a gate it grows as \((2\pi n/\kappa^2)\ln(R/d)\) with the sampled radius \(R\). The function \(E_1(x)\) behaves as \(-\ln x-\gamma+o(1)\) at small \(x\).

One assumption is added: an infinite, ideal metal plane at \(z=d+h\), with \(h>0\), is held at zero potential. The dielectric fills the space below it.

### Lemma 3: the gated kernel

**Lemma 3.** With the gate present,

\[
U_g(q)=\frac{2\pi}{\kappa q}e^{-qd}\left(1-e^{-2qh}\right),\qquad U_g(0)=\frac{4\pi h}{\kappa}.
\]

**Proof.** Place an image charge of opposite sign at \(z=d+2h\). On the gate, the charge and its image are both at normal distance \(h\), so their potentials cancel. The image lies outside the dielectric and adds no source there. The pair therefore satisfies Poisson's equation and the boundary condition, which fix the potential. Its distance from the channel is \(d+2h\), so

\[
U_g(q)=\frac{2\pi}{\kappa q}\left[e^{-qd}-e^{-q(d+2h)}\right].
\]

Taking out \(e^{-qd}\) gives the stated form. At small \(q\) the bracket is \(2qh\) to leading order, which cancels the \(1/q\). \(\square\)

The limit is that of a parallel-plate capacitor. A uniform sheet of unit charge density sends all its field to the gate. The field is \(4\pi/\kappa\) over the distance \(h\), and the potential is constant below the sheet.

Without a gate, the energy variance from independent random charges grows logarithmically without limit, while a grounded gate makes the energy kernel of each charge finite at long wavelength. It remains to calculate the variance with the gate, apply the result to a silicon transistor, and examine the effects the simple model neglects.
